# Line strengths of singlet Σ–Σ and Π–Σ bands in diatomic molecules, part 3

We seek rotational line strengths $S$ of a diatomic molecule from a computed dipole function. The rotational factors are settled; the remaining decision is whether the moment must be integrated for each line or one value times a Franck-Condon factor suffices.

Atomic units are used. A single prime marks the upper level, a double prime or none the lower; $J\equiv J''$, $\lambda=J(J+1)$, $\lambda'=J'(J'+1)$. P, Q, R have $J'=J-1,\ J,\ J+1$; $M$ is the projection of the total angular momentum $\mathbf J$ on the space axis $Z$. $R$ is the bond length, $m$ the nuclear reduced mass, $\mathbf n$ the axis direction, $\Lambda$ the electronic angular momentum about it and $\mathbf L_\perp$ the part perpendicular to it. Under inversion $E^*$ of all particles, e levels have parity $(-1)^J$, f levels $(-1)^{J+1}$; Σ⁺ levels are e, Σ⁻ levels f.

The moment $\mu_e$ is $\mu_\parallel=\langle\Sigma'|\mu_z|\Sigma''\rangle$ or $\mu_\perp=\langle\Pi_x|\mu_x|\Sigma\rangle$, and

$$S=\mathcal M^2\,S_J,\qquad \mathcal M=\int\chi'_{v'J'}(R)\,\mu_e(R)\,\chi''_{v''J}(R)\,dR .$$

$$\Big[-\frac{1}{2m}\frac{d^2}{dR^2}+V(R)+\frac{J(J+1)-\Lambda^2}{2mR^2}\Big]\chi_{vJ}=E_{vJ}\,\chi_{vJ}.$$

$$A=\frac{4\alpha^3\omega^3}{3}\,\frac{S}{2J'+1},\qquad f=\frac{2\omega}{3}\,\frac{S}{2J+1}.$$

$$\Sigma\text{–}\Sigma:\quad S_{\rm P}=J,\quad S_{\rm Q}=0,\quad S_{\rm R}=J+1;$$

$$\Pi\leftarrow\Sigma^+:\quad S_{\rm P}=J-1\ (\text{e}),\quad S_{\rm Q}=2J+1\ (\text{f}),\quad S_{\rm R}=J+2\ (\text{e}),$$

$$\sum_{J'}S_J=(2-\delta_{0\Lambda'})(2J+1).$$

The first derivation used rotation matrices, with $|\pm1\rangle=\mp(|x\rangle\pm i|y\rangle)/\sqrt2$ and normalization constant $\mathcal N$. Amplitudes $a_\pm$ to $\Lambda'=\pm1$ each give strength $s=(2J+1)w_{J'}$, with $w_{J'}$ a squared Clebsch-Gordan coefficient found from moments of $X=\mathbf j\cdot\mathbf s$ (angular momenta $J$ and 1). Parity combinations give $S_J=2s$ for Π–Σ; the halved factors are $s$.

The second used tangent vector fields on the sphere. Π e and Σ–Σ amplitudes obey

$$a^{\rm e}=\kappa\,a^{\Sigma\Sigma},\qquad\kappa=\frac{\lambda'-\lambda+2}{2\sqrt{\lambda'}} .$$

## What each derivation assumes

Both rest on the same physical model: electric-dipole coupling, field-free space so that all $M$ are degenerate and summed, singlet states without spin-orbit coupling, and levels that are products on a single electronic state. Both take the electronic symmetry relations for $\mu_\parallel$ and $\mu_\perp$ as their only electronic input. Nuclear spin enters neither. The dipole does not act on it; in a homonuclear molecule the exchange of the nuclear positions is the product of $E^*$ and the electronic inversion, both of which change sign in an allowed line, so the exchange symmetry and the nuclear-spin degeneracy are the same in the two levels and cancel from $A$ and $f$. Spin weights affect level populations only.

The first derivation needs a body frame, here $(\mathbf e_\theta,\mathbf e_\phi,\mathbf n)$, and three phase choices that have to be used consistently: the Condon-Shortley phases, the signs in $|\pm1\rangle$ and the positive constant $\mathcal N$. Changing the sign of $|-1\rangle$ alone exchanges the names of the $+$ and $-$ combinations and flips one electronic element, with no change in the result. The factor 2 appears as an interference: one factor $1/\sqrt2$ from the parity combination multiplies two equal amplitudes. In return the formula $s=(2J+1)w_{J'}$ and the rule $\sum w=1$ hold for any $\Lambda''$; only the two moments of $X$ must be recomputed. It also shows that the factor 2 is special to bands with one Σ partner. In a Π–Π band both levels carry $1/\sqrt2$, the amplitude is $\tfrac12(a_+\pm a_-)$ with $|a_+|=|a_-|$, and an allowed line has $S_J=s$. The moment method yields squares, so the relative sign of the P and R amplitudes is not obtained from it.

The second derivation needs no frame and no phase convention, works with the real states that an electronic-structure program produces, and uses only calculus on the sphere, Bonnet's recurrence and the completeness of the gradient and rotated-gradient fields, which relies on every closed curve on a sphere bounding a region. The factor 2 appears as a dimension. As written it is limited to Σ and Π states; a Δ state would require traceless symmetric tangent tensors. It does deliver the signed ratio $\kappa$.

That sign describes how the shared model fails. The neglected term $-\mathbf J\cdot\mathbf L_\perp/mR^2$ commutes with $\mathbf J^2$, $J_Z$ and $E^*$, so it mixes a Π level with a Σ⁺ level of the same $J'$ only if the Π level is e; f levels can mix with Σ⁻ or Δ states but not with Σ⁺. Let an upper level be $\cos\eta\,|\Pi\,{\rm e}\rangle+\sin\eta\,|\Sigma^+\rangle$, with radial moments $\mathcal M_\Pi$ and $\mathcal M_\Sigma$ to the lower Σ⁺ state. Expressed through $J'$, $\kappa_{\rm R}=(J'+1)/\sqrt{\lambda'}$ and $\kappa_{\rm P}=-J'/\sqrt{\lambda'}$, and the Σ–Σ factors of the two lines are $J'$ and $J'+1$. Since the amplitudes are proportional state by state,

$$S_{{\rm R}(J'-1)}=J'\big[\kappa_{\rm R}\mathcal M_\Pi\cos\eta+\mathcal M_\Sigma\sin\eta\big]^2,\qquad S_{{\rm P}(J'+1)}=(J'+1)\big[\kappa_{\rm P}\mathcal M_\Pi\cos\eta+\mathcal M_\Sigma\sin\eta\big]^2 .$$

The cross terms are $+2\sqrt{\lambda'}\,\mathcal M_\Pi\mathcal M_\Sigma\sin\eta\cos\eta$ and $-2\sqrt{\lambda'}\,\mathcal M_\Pi\mathcal M_\Sigma\sin\eta\cos\eta$, because $J'\kappa_{\rm R}=\sqrt{\lambda'}$ and $(J'+1)\kappa_{\rm P}=-\sqrt{\lambda'}$. In this two-level model, and when the radial moments are the same for both lines, mixing moves strength between P and R at first order in $\eta$ and changes their sum only at second order. The strength of such a line no longer factors into one radial moment and one Hönl-London factor.

## The radial factor

The further step $\mathcal M^2\approx\mu_e^2\,q_{v'v''}$ is an approximation with two parts. Define the overlap $\langle v'|v''\rangle=\int\chi'\chi''dR$, the Franck-Condon factor $q=\langle v'|v''\rangle^2$ and the R-centroid $\bar R=\langle v'|R|v''\rangle/\langle v'|v''\rangle$. Expanding the moment about a point $R_0$,

$$\mathcal M=\mu_e(R_0)\langle v'|v''\rangle+\frac{d\mu_e}{dR}\langle v'|R-R_0|v''\rangle+\frac12\frac{d^2\mu_e}{dR^2}\langle v'|(R-R_0)^2|v''\rangle+\dots,$$

with derivatives at $R_0$. The Condon approximation keeps the first term. The second term equals $(d\mu_e/dR)(\bar R-R_0)\langle v'|v''\rangle$, so for a general $R_0$ the leading error of $\mathcal M^2$, relative to $\mu_e(R_0)^2q$, is $2(\bar R-R_0)\,d\ln\mu_e/dR$. It vanishes for $R_0=\bar R$:

$$S\approx\mu_e(\bar R)^2\;q_{v'v''}\;S_J .$$

This form is exact for a moment that is linear in $R$ over a range containing both $\bar R$ and the region where $\chi'\chi''$ is appreciable, and its leading error comes from the curvature. The product $\chi'\chi''$ is not a probability density. When the overlap is small through cancellation between positive and negative parts, $\bar R$ can lie far outside the region of nuclear motion, the higher terms are not small relative to the first, and the factored form fails; it also fails where $\mu_e(\bar R)$ is near a zero and the moment is curved, since the curvature term is then not small relative to the first.

The second part is to take $q$ and $\bar R$ independent of $J$ and $J'$. The centrifugal term $W=[J(J+1)-\Lambda^2]/2mR^2$ changes a vibrational function, to first order, into

$$\chi_{vJ}\approx\chi_v+\sum_{k\ne v}\chi_k\,\frac{\langle k|W|v\rangle}{E_v-E_k},$$

where $\chi_k,E_k$ belong to the problem without $W$. For a Σ state the change of the overlap is proportional to $J(J+1)$ at this order. The minimum of $V+W$ satisfies $dV/dR=-dW/dR>0$ and so lies outside the minimum of $V$: rotation moves the function to larger $R$.

Closure gives sum rules that need neither part. For each $J'$ the upper radial functions, bound and continuum together, are complete, so $\sum_{v'}q=1$ and $\sum_{v'}\mathcal M^2=\langle v''J|\mu_e^2|v''J\rangle$, which no longer depends on $J'$. The rotational sum rule then applies:

$$\sum_{v'J'}S=(2-\delta_{0\Lambda'})(2J+1)\,\langle v''J|\mu_e^2|v''J\rangle .$$

## Example: the Lyman and Werner systems of H₂

The systems B ¹Σu⁺–X ¹Σg⁺ and C ¹Πu–X ¹Σg⁺ share their lower state and represent both cases. The electronic states were computed by full configuration interaction in an uncontracted even-tempered Gaussian basis on each atom, with exponents $0.02\cdot3^k\,a_0^{-2}$, $k=0,\dots,7$ for s and $k=0,\dots,4$ for p functions; combinations with overlap eigenvalues below $10^{-6}$ were removed. A two-electron singlet has the spatial function $\sum_{ij}C_{ij}\varphi_i(\mathbf r_1)\varphi_j(\mathbf r_2)$ with symmetric $C$ and orthonormal orbitals. The two electrons contribute equally, so the moment is $-2\sum_{ijk}C'_{ij}\langle\varphi_i|\mathbf r|\varphi_k\rangle C''_{kj}$; its magnitude is quoted. Electronic energies and moments at 22 bond lengths from 0.55 to 8 $a_0$ were interpolated by cubic splines, the nuclear repulsion $1/R$ was added analytically, and the radial equation was diagonalized in a sinc discrete-variable representation with 187 points, step 0.04 $a_0$ and $m=918.076\,m_e$, half the proton mass. The finite grid replaces the continuum by discrete states. Adiabatic corrections, the $\mathbf L_\perp^2$ term and B–C mixing are omitted, and the basis has no d functions. Values given below to four or five figures, the wavenumbers included, serve to compare approximations within this model, not as predictions for the molecule.

At $R=1.4\,a_0$ the moments are $\mu_\parallel=0.983$ and $\mu_\perp=0.727\ ea_0$. The minima lie at $R_e=1.401$ (X), 2.409 (B) and 1.948 $a_0$ (C). The meaning of $\mu_\perp$ can be seen at large distance, where X is the symmetrized product $(s_As_B+s_Bs_A)/\sqrt2$ of 1s orbitals and the $x$ component of C is $\tfrac12(p_As_B+s_Bp_A+s_Ap_B+p_Bs_A)$ with $p=2p_x$. Each of the four terms has the element $d/\sqrt2$ with X, so $\mu_\perp=\tfrac12\cdot4\cdot d/\sqrt2=\sqrt2\,d$. With the radial functions $2e^{-r}$ and $re^{-r/2}/2\sqrt6$ and the angular factor $1/\sqrt3$, $d=\frac{1}{\sqrt{18}}\int_0^\infty r^4e^{-3r/2}dr=\frac{24}{\sqrt{18}}\left(\tfrac23\right)^5=\frac{128\sqrt2}{243}$, so $\mu_\perp\to256/243=1.0535\ ea_0$. The calculation at $R=30\,a_0$ gives 1.0520 $ea_0$, lower than this limit by 0.14%.

**Franck-Condon factors.** Without the centrifugal term, the factors from $v''=0$ to B rise from 0.0050 at $v'=0$ to 0.0818 and 0.0819 at $v'=6$ and 7 and fall to 0.0723 at $v'=9$; the first ten add up to 0.565. To C they are 0.126, 0.196, 0.191, 0.152 for $v'=0$ to 3, and the first ten add up to 0.961. By closure the remainders, 0.435 and 0.039, lie in higher levels and the continuum.

**The Condon step.** Three bands, all without rotation, with $\mathcal M^2$ in $(ea_0)^2$:

| band | $q$ | $\bar R/a_0$ | $\mathcal M^2$ | at $\bar R$ | at $R_e$(X) |
|---|---|---|---|---|---|
| B 0–0 | 0.00501 | 1.806 | 0.00732 | 0.00737 | 0.00484 |
| B 7–0 | 0.08189 | 1.516 | 0.09026 | 0.09017 | 0.07921 |
| C 1–0 | 0.19577 | 1.588 | 0.11493 | 0.11519 | 0.10357 |

The fourth column is the integral with the full $\mu_e(R)$, the last two are $\mu_e^2q$. The moments at the centroids are 1.2130, 1.0494 and 0.7671 $ea_0$, and at $R_e$(X) they are 0.9835 (B) and 0.7273 $ea_0$ (C). For B 0–0, $1.2130^2\times0.00501=0.00737$ and $0.9835^2\times0.00501=0.0048$; for C 1–0, $0.7671^2\times0.19577=0.1152$ and $0.7273^2\times0.19577=0.1036$. Relative to the integral, the centroid values are off by less than $1\%$ for B 0–0 and by $-0.1\%$ and $+0.2\%$ for the other two bands, and the values at $R_e$(X) by $-34\%$, $-12\%$ and $-10\%$. The large errors come from the ratio $[\mu_e(R_e)/\mu_e(\bar R)]^2$, for B 0–0 $(0.9835/1.2130)^2=0.66$: the centroid lies 0.4 $a_0$ outside $R_e$(X), and the moment there is 23% larger. For these three bands, without rotation, the factored form is good to better than one percent if the moment is taken at the centroid of each band. The value at $R_e$(X) is not, and for B no single constant moment serves both bands, since their centroid moments, 1.2130 and 1.0494 $ea_0$, differ by 16%.

**Rotation.** For the line P(1) of B 0–0, $J'=0$ and only the lower function changes, with $W=2/2mR^2$. Direct diagonalization gives a relative increase of the overlap by 0.0128, and the first-order sum over all grid states gives 0.0128 as well; $q$ rises by about twice this, 2.6%. The sign follows from the outward shift of the X function toward the nodeless B function, which is centred at larger $R$.

The lines from $v''=0$, $J=2$ use radial functions with the centrifugal terms of both levels. The factors are $S_{\rm P},S_{\rm R}=2,3$ for B, with sum 5, and $S_{\rm P},S_{\rm Q},S_{\rm R}=1,5,4$ for C, with sum 10. Strengths are in $(ea_0)^2$; the factored value is the centroid entry of the table above times $S_J$.

| line | $S_J$ | $q$ | $\mathcal M^2$ | $S$ | factored |
|---|---|---|---|---|---|
| B 7–0 P(2) | 2 | 0.0827 | 0.09152 | 0.1830 | 0.1803 |
| B 7–0 R(2) | 3 | 0.0802 | 0.08985 | 0.2696 | 0.2705 |
| C 1–0 P(2) | 1 | 0.2009 | 0.11815 | 0.1182 | 0.1152 |
| C 1–0 Q(2) | 5 | 0.1966 | 0.11582 | 0.5791 | 0.5760 |
| C 1–0 R(2) | 4 | 0.1903 | 0.11234 | 0.4494 | 0.4608 |

For Q(2), $S=0.11582\times5=0.5791$ and the factored value is $0.11519\times5=0.5760$. With $1\,(ea_0)^2=6.4605$ D², this line has $S=3.74$ D², and B 7–0 R(2) has 1.74 D². Relative to the line-by-line $\mathcal M^2$, the factored values are off by $-1.5\%$ and $+0.4\%$ for B and by $-2.5\%$, $-0.5\%$ and $+2.5\%$ for C. These figures contain both approximations. The rotationless integral alone (0.09026 for B, 0.11493 for C) differs from the line-by-line $\mathcal M^2$ by $-1.4\%$ and $+0.5\%$ for B and by $-2.7\%$, $-0.8\%$ and $+2.3\%$ for C, relative to the latter. In each of these five lines this exceeds the rotationless centroid error of 0.1% (B) or 0.2% (C). The ratio $S_{\rm R}/S_{\rm P}$ is $0.2696/0.1830=1.47$ in place of 3/2 for B and $0.4494/0.1182=3.80$ in place of 4 for C.

For C the change of $\mathcal M^2$ is mostly the change of $q$: the quotient $\mathcal M^2/q$ is 0.588, 0.589 and 0.590 for P, Q, R against 0.587 without rotation, while $q$ falls by 5% from P to R. For B 7–0 R(2) the two effects are of similar size: $q$ is 2.0% below its rotationless value, but $\mathcal M^2/q=0.08985/0.08022=1.120$ is 1.6% above the rotationless 1.102, so $\mathcal M^2$ falls by only 0.5%. An outward shift of the centroid with rotation, into a region of larger moment, would have this effect; the line-dependent centroids were not computed, so this reading is a conjecture.

**Sum rule.** In the level $v''=0$, $J=2$, $\langle\mu_\parallel^2\rangle=1.0385$ and $\langle\mu_\perp^2\rangle=0.5458\ (ea_0)^2$. The strengths of all lines to all grid states add up to 5.1926 for B and 5.4581 $(ea_0)^2$ for C, which are $5\times1.0385$ and $10\times0.5458$ to the digits given; the radial part of this agreement is the completeness of the grid eigenvectors. The C system carries slightly more total strength than the B system although its squared moment is about half as large, because of the two transverse directions. The 7–0 lines hold $(0.1830+0.2696)/5.1926=8.7\%$ of the B total and the 1–0 lines $(0.1182+0.5791+0.4494)/5.4581=21\%$ of the C total.

**Rates.** Transition energies are differences of the radial eigenvalues; $f$ and $A$ follow from $S$, $\omega$ in hartree, $\alpha$ and the atomic unit of time.

| line | $\tilde\nu$/cm⁻¹ | $f$ | $A$/s⁻¹ |
|---|---|---|---|
| B 7–0 P(2) | 98 200 | 0.0109 | $1.17\times10^8$ |
| B 7–0 R(2) | 98 350 | 0.0161 | $0.742\times10^8$ |
| C 1–0 P(2) | 101 070 | 0.00725 | $0.824\times10^8$ |
| C 1–0 Q(2) | 101 190 | 0.0356 | $2.43\times10^8$ |
| C 1–0 R(2) | 101 360 | 0.0277 | $1.35\times10^8$ |

The lines share the lower level, so $f\propto\omega S$: for B, $f_{\rm R}/f_{\rm P}=(98350/98200)\times1.473=1.475$. The upper levels differ, so $A\propto\omega^3S/(2J'+1)$: for B, $A_{\rm P}/A_{\rm R}=(98200/98350)^3\times(0.1830/3)/(0.2696/7)=1.58$, and the line that is weaker in absorption has the larger emission rate. For C the branching fractions $S_J/(2J'+1)$ are $1/3$, $1$ and $4/7$. Dividing them out gives $2.47$, $2.43$ and $2.37\times10^8$ s⁻¹, three values of the band rate $\tfrac43\alpha^3\omega^3\mathcal M^2$ whose spread of 4% is the rotational variation of $\omega^3\mathcal M^2$. The f level with $J'=2$ has Q(2) as its only line to $v''=0$; pairing $\mu_\perp^2$ with the halved factors would give it $1.2\times10^8$ in place of $2.4\times10^8$ s⁻¹. In the real molecule the e levels of C and the levels of B, which are all e, mix through L-uncoupling, so the P and R strengths of both systems can depart from the values above in the manner of the two-level formula, while this mixing does not reach the Q lines. The change is of first order in the admixed amplitude and can exceed the rotational effects listed above: for a B level with $J'=3$, a Π amplitude of 0.03 (a weight of about 0.1%) and equal radial moments, R(2) changes by about $2\kappa_{\rm R}\times0.03=2\,(4/\sqrt{12})\times0.03\approx7\%$.
